\section*{Attachment asymmetry and the damping or pairing of growing atomic steps, part 1}

(Sections cited here and not found follow in the second part.)

\section{From one terrace to the growth rate of a disturbance}

\textbf{Q.} You say that the spacing of atomic steps during growth depends on the side from which adatoms join them. I doubt it. If every deposited atom ends up in some step, and the steps are equally spaced, each step receives the same number of atoms whichever side they come from. Where can the side enter?

\textbf{A.} In an equally spaced train it does not enter. It enters when the terraces have different widths, because a step then has a wide terrace on one side and a narrow one on the other, and it matters which of them feeds it. To see the consequence we need a geometry. Let the steps be straight, parallel and one atomic layer high, and let the surface descend towards $+x$. Step $n$ is at $x_n$, and
\begin{equation}
l_n=x_{n+1}-x_n
\end{equation}
is the width of terrace $n$. This terrace lies below step $n$ and above step $n+1$. It is therefore the lower terrace of step $n$ and the upper terrace of step $n+1$. An atom that joins a step extends the upper layer over the lower one, so a growing step moves towards $+x$.

\textbf{Q.} An atom can also leave a step again. What do you mean by attachment from one side?

\textbf{A.} I mean the net exchange. Let $\theta$ be the adatom coverage, the fraction of surface sites that carry an adatom, and let $\theta_{\rm eq}$ be the coverage at which attachment and detachment balance. The net flow from the lower terrace into a step is $k_+(\theta-\theta_{\rm eq})$, and that from the upper terrace is $k_-(\theta-\theta_{\rm eq})$, each with $\theta$ taken at the edge in question. Since $\theta$ has no dimension, these flows have the dimension of a speed. They are speeds in fact: a step advances by one site for each atom received per edge site, so the sum of the two flows is the step speed.

Attachment is preferential from below if $k_+>k_-$. An additional barrier for atoms that descend over the step edge, the Ehrlich--Schwoebel barrier, produces this case. Attachment is preferential from above if $k_->k_+$.

\textbf{Q.} Then compute the flows. What happens on a terrace between two steps?

\textbf{A.} Atoms arrive at the rate $R$, in monolayers per unit time, and diffuse with the constant $D$. I assume that they do not desorb, do not form islands on the terrace, do not cross a step without attaching, and feel no force that drives them to one side. I also assume that they diffuse fast enough for the coverage to follow the momentary terrace width. This is the quasistatic approximation, and its error needs a separate examination. With $s=x-x_n$, the coverage on a terrace of width $l$ obeys
\begin{equation}
D\frac{d^2\theta}{ds^2}+R=0,\qquad 0<s<l .
\end{equation}
The diffusion flow towards $+x$ is $-D\,d\theta/ds$. Atoms entering the step at $s=0$ move towards $-x$, and those entering the step at $s=l$ move towards $+x$. Hence
\begin{align}
D\theta'(0)&=k_+\,[\theta(0)-\theta_{\rm eq}],\\
-D\theta'(l)&=k_-\,[\theta(l)-\theta_{\rm eq}].
\end{align}
The coefficient $k_+$ stands at the left edge because this terrace is the lower terrace of the left step.

Only the excess $u=\theta-\theta_{\rm eq}$ occurs, provided that all steps have the same $\theta_{\rm eq}$. This excludes an interaction between steps, which would make $\theta_{\rm eq}$ depend on the spacings. Two integrations give
\begin{equation}
u(s)=a+bs-\frac{R s^2}{2D}.
\end{equation}
I introduce the attachment lengths $d_\pm=D/k_\pm$. The condition at the left edge is $Db=k_+a$, so $a=d_+b$. At the right edge $u'(l)=b-Rl/D$, and division of the condition by $k_-$ gives
\begin{equation}
d_-\left(\frac{Rl}{D}-b\right)=d_+b+bl-\frac{Rl^2}{2D}.
\end{equation}
Collecting the terms with $b$ and writing $d=d_++d_-$, we find
\begin{equation}
b\,(l+d)=\frac{Rl}{D}\left(\frac l2+d_-\right).
\end{equation}
The flow into the left step is $v_+(l)=Db$. In the quasistatic state all atoms landing on the terrace leave it through its edges, so the flow into the right step is $v_-(l)=Rl-v_+(l)$. Therefore
\begin{align}
v_+(l)&=Rl\,\frac{l/2+d_-}{l+d},\label{vplus}\\
v_-(l)&=Rl\,\frac{l/2+d_+}{l+d}.\label{vminus}
\end{align}

\textbf{Q.} The flow to the left step contains $d_-$, the length of the other edge. Is that not the wrong way round?

\textbf{A.} It is right. A large $d_-$ means a small $k_-$, that is, a right edge that is hard to enter. The atoms turned away there go to the left. For $d_-\to\infty$ at fixed $l$ and $d_+$, Eq.~\eqref{vplus} gives $v_+\to Rl$: the left step receives everything. For $d_+=d_-$ each edge receives half.

The length $d_\pm$ has a direct meaning. A coverage difference $u$ drives the flow $Du/d_\pm=k_\pm u$ over a stretch of terrace of length $d_\pm$. Entering the step is thus as hard as diffusing over this additional length.

\textbf{Q.} I should like numbers, to see whether the effect is appreciable.

\textbf{A.} Let us take round model parameters in nanometres and seconds, which suit terraces and deposition better than atomic units: mean width $L=50$~nm, $R=0.1$ monolayer/s, $D=10^5$~nm$^2$/s and $\theta_{\rm eq}=0.001$. Let the attachment length be 5~nm on the easy side and 50~nm on the hard side. The corresponding attachment coefficients are $20\,000$ and $2000$~nm/s. With easy attachment from below, $d_+=5$~nm and $d_-=50$~nm, the left step receives the fraction
\begin{equation}
\frac{25+50}{50+55}=0.714
\end{equation}
of the atoms landing on a terrace of width $L$. With the two sides exchanged it receives $0.286$.

\textbf{Q.} That is one terrace. A step has two neighbours.

\textbf{A.} Step $n$ is the left edge of terrace $n$ and the right edge of terrace $n-1$. Its speed is
\begin{equation}
V_n=v_+(l_n)+v_-(l_{n-1}).
\end{equation}
The width $l_n$ grows if its right step is faster than its left one, so
\begin{equation}
\frac{dl_n}{dt}=V_{n+1}-V_n
=v_+(l_{n+1})+v_-(l_n)-v_+(l_n)-v_-(l_{n-1}).\label{law}
\end{equation}

\textbf{Q.} Here is my objection. A wide terrace collects more atoms and gives more to both of its steps. The left step moves in and the right step moves away. Why do these effects not cancel?

\textbf{A.} They cancel if both steps receive the same share. In Eq.~\eqref{law} the width $l_n$ itself enters through $v_-(l_n)-v_+(l_n)$. The difference of the two flows is what counts, and from Eqs.~\eqref{vplus} and \eqref{vminus} it is
\begin{equation}
g(l)=v_+(l)-v_-(l)=R\,(d_--d_+)\,\frac{l}{l+d}.\label{g}
\end{equation}
The derivative of $l/(l+d)$ is $d/(l+d)^2$, and $(d_--d_+)(d_-+d_+)=d_-^2-d_+^2$, so
\begin{equation}
g'(l)=\frac{R\,(d_-^2-d_+^2)}{(l+d)^2}.\label{gp}
\end{equation}
With easier attachment from below, $d_->d_+$ and $g'>0$. Widening a terrace then speeds up its left step, which closes the terrace, more than its right step, which opens it. With easier attachment from above the right step gains more, and the wide terrace becomes wider.

\textbf{Q.} Show me this with two actual widths.

\textbf{A.} Let the widths alternate between 55 and 45~nm, with easy attachment from below. Then
\begin{align}
v_+(55)&=5.5\times\frac{77.5}{110}=3.875~\text{nm/s},\\
v_-(55)&=5.5\times\frac{32.5}{110}=1.625~\text{nm/s},\\
v_+(45)&=4.5\times\frac{72.5}{100}=3.2625~\text{nm/s},\\
v_-(45)&=4.5\times\frac{27.5}{100}=1.2375~\text{nm/s}.
\end{align}
A step with the wide terrace ahead has the narrow one behind it, and moves at $3.875+1.2375=5.1125$~nm/s. The next step has the narrow terrace ahead and moves at $3.2625+1.625=4.8875$~nm/s. The wide terrace lies between them and changes at the rate $4.8875-5.1125=-0.225$~nm/s. It shrinks.

If the easy side is exchanged for the hard side, $v_+$ and $v_-$ change places. The step with the wide terrace ahead is now the slower one, and the wide terrace grows at $+0.225$~nm/s.

\textbf{Q.} You chose an alternating pattern. In a general one the neighbouring widths in Eq.~\eqref{law} could spoil the argument.

\textbf{A.} For small disturbances we can treat all patterns together. Put $l_n=L+\varepsilon_n$ and keep terms of first order. With $p_\pm=v_\pm'(L)$, the constant terms in Eq.~\eqref{law} cancel, and
\begin{equation}
\frac{d\varepsilon_n}{dt}=p_+(\varepsilon_{n+1}-\varepsilon_n)+p_-(\varepsilon_n-\varepsilon_{n-1}).
\end{equation}
The coefficients do not depend on $n$, so waves $\varepsilon_n\propto e^{iqn+\sigma t}$ solve the equation, and any small disturbance of a periodic train is a sum of them. Insertion gives
\begin{equation}
\sigma=p_+(e^{iq}-1)+p_-(1-e^{-iq}).
\end{equation}
With $e^{\pm iq}=\cos q\pm i\sin q$, the real part is $-(p_+-p_-)(1-\cos q)$ and the imaginary part is $(p_++p_-)\sin q$. Now $p_+-p_-=g'(L)$, and $p_++p_-=R$ because $v_++v_-=Rl$. With Eq.~\eqref{gp},
\begin{equation}
\sigma(q)=-R\,\frac{d_-^2-d_+^2}{(L+d)^2}\,(1-\cos q)+iR\sin q .\label{sigma}
\end{equation}
For $q\neq0$ (modulo $2\pi$) the factor $1-\cos q$ is positive. All these waves decay if $d_->d_+$, and all grow if $d_-<d_+$. The neighbouring terraces change the rate but not its sign. The wave $q=0$ would change the mean width, which the fixed tilt of the surface forbids.

\textbf{Q.} And the imaginary part? A disturbance that oscillates might do something else.

\textbf{A.} It moves the pattern along the train. The phase of the wave is $qn+Rt\sin q$, so for $0<q<\pi$ a crest passes to smaller $n$, from each terrace to the one above it. A localized group of such waves moves instead with the group velocity $dn/dt=-R\cos q$, which points to smaller $n$ for long waves but to larger $n$ for $q>\pi/2$, including the alternating wave. The amplitude is governed by the real part.

\textbf{Q.} Which wave grows fastest when attachment is easier from above?

\textbf{A.} The one with the largest $1-\cos q$, which is $q=\pi$. Then $\varepsilon_n\propto(-1)^n$: wide and narrow terraces alternate, and the two steps at the sides of each narrow terrace approach each other. This is step pairing. In the example $d_+^2-d_-^2=2500-25=2475$~nm$^2$ and $(L+d)^2=105^2=11\,025$~nm$^2$. Their ratio is $0.2245$, and
\begin{equation}
{\rm Re}\,\sigma(\pi)=2\times0.1\times0.2245=0.0449~\text{s}^{-1}.
\end{equation}
The amplitude grows by a factor $e$ in 22.3~s, during which 2.2 monolayers are deposited. With easy attachment from below it falls by the same factor in the same time.

\textbf{Q.} Is the ratio $k_+/k_-$ then the measure of the effect?

\textbf{A.} Not by itself. The attachment lengths must also be compared with the terrace width. If $L\gg d$, the factor in Eq.~\eqref{sigma} tends to $(d_-^2-d_+^2)/L^2$, which is small even when the ratio is large: diffusion over the terrace, and not entry into the step, then decides where an atom goes. If $L\ll d$, the factor tends to $(d_--d_+)/(d_-+d_+)$, and here the ratio alone decides. The factor $R$ shows that growth drives the effect. Without deposition $\sigma=0$ in this model.

In the quasistatic model, small disturbances of an equally spaced train all decay if attachment is easier from below and all grow if it is easier from above, with the alternating wave changing fastest. Still to be examined are large disturbances, the course of pairing up to contact, and the error of the quasistatic approximation.
